Periodic Sinc Functions: Overlap, First-Derivative and Kinetic Matrices in Closed Form

## 1. The functions, their overlap and their first derivative

An electron moves along a line in a potential that repeats with period L. Two descriptions of its wavefunction compete. In plane waves the kinetic energy is simple, because each wave has a definite momentum, but the potential couples different waves. On a grid of points the potential is simple, because it multiplies the wavefunction by a number at each point, but the kinetic energy needs derivatives, and values at separate points do not by themselves define a derivative. The question is whether there are functions that belong to the grid points one by one and still span the same space as a finite set of plane waves. If so, derivatives can be taken without any finite-difference approximation.

We consider wavefunctions with ψ(x + L) = ψ(x) and use Hartree atomic units, so that lengths are in bohr, energies are in hartree, and the kinetic operator is −½ d²/dx². The plane waves with this period are exp(iG_m x), with

G_m = 2πm/L, m an integer. (1)

We keep the waves with −M ≤ m ≤ M. Their number is N = 2M + 1, which is odd. The set contains a wave travelling to the left for each wave travelling to the right, together with the constant m = 0. The grid has as many points as there are waves:

h = L/N, x_j = jh, j = 0, 1, ..., N − 1. (2)

Below, "the space" means all linear combinations of these N plane waves, and an integral without limits runs over one period, from 0 to L.

**Two orthogonality relations.** The first concerns integrals:

∫ exp[i(G_m − G_n)x] dx = L δ_mn. (3)

For m = n the integrand is 1. For m ≠ n the antiderivative is the same exponential divided by i(G_m − G_n), and it takes equal values at 0 and L, so the integral vanishes.

The second concerns sums over the grid. For integers m and n,

Σ_j exp[i(G_m − G_n)x_j] = N if m − n is a multiple of N, and 0 otherwise. (4)

To see this, put r = exp[2πi(m − n)/N]. Since G_m x_j = 2πmj/N, the sum is 1 + r + ... + r^(N−1). If m − n is a multiple of N, then r = 1 and the sum is N. Otherwise r ≠ 1 and the sum is (1 − r^N)/(1 − r), which vanishes because r^N = 1.

The two relations differ in one respect. The integral distinguishes all integers m and n, whereas the grid sum cannot distinguish integers that differ by N. Inside the space this does no harm: there |m − n| is at most 2M = N − 1, so the only multiple of N available is zero.

**The function that belongs to one point.** We look for a function D(x) in the space that equals 1 at x = 0 and 0 at the other grid points. Write D(x) = Σ_m d_m exp(iG_m x). Multiply by exp(−iG_n x) at x = x_j and sum over j. By (4), the right side becomes N d_n. On the left only j = 0 contributes, and it contributes 1. Hence d_n = 1/N for every n, and

D(x) = (1/N) Σ_m exp(iG_m x), m = −M, ..., M. (5)

The conditions at the N points therefore determine D completely: it is the equal-weight sum of all the waves. At x = 0 the waves are in phase and add up to 1. At the other grid points they cancel. Pairing m with −m gives

D(x) = (1/N) [1 + 2 Σ_{m=1}^{M} cos(G_m x)],

which shows that D is real and even.

**The closed form.** Let θ = πx/L, so that G_m x = 2mθ. Multiply (5) by N[exp(iθ) − exp(−iθ)]. Each term of the sum becomes a difference:

N D [exp(iθ) − exp(−iθ)] = Σ_m {exp[i(2m + 1)θ] − exp[i(2m − 1)θ]}.

The first exponential of the term m equals the second exponential of the term m + 1, and the two cancel. What survives is the first exponential of the last term, m = M, and the second exponential of the first term, m = −M:

N D [exp(iθ) − exp(−iθ)] = exp[i(2M + 1)θ] − exp[−i(2M + 1)θ].

Both brackets are 2i times a sine, and 2M + 1 = N. Dividing by 2i gives

N sin θ · D = sin Nθ, θ = πx/L. (6)

This holds for every x. Where sin θ ≠ 0 we may divide:

D(x) = sin(Nπx/L) / [N sin(πx/L)]. (7)

At a multiple of L both sines vanish and (7) has no direct meaning, but (5) shows that every wave equals 1 there, so D = 1. This is also the limit of (7), because D is continuous. The function is called the periodic sinc function, or psinc.

At the grid distance x = kh we have Nθ = πk, so the numerator of (7) vanishes. Therefore

D(kh) = 1 if k is a multiple of N, and 0 for every other integer k. (8)

Between the grid points D is not zero. For N = 5, half a spacing from the peak, θ = π/10 and sin Nθ = 1, so D(h/2) = 1/[5 sin(π/10)] = 0.6472. Between h and 2h the numerator is negative, and D has a negative lobe. The function is concentrated near its own point but extends over the whole cell.

**Why N is odd.** The ratio (7) can be written down for even N too, but it is then a different kind of function. Under x → x + L the angle θ grows by π. The denominator changes sign, and the numerator is multiplied by (−1)^N. For odd N the signs cancel and D has period L. For even N the ratio changes sign from one cell to the next. The telescoping argument shows what it then contains: the sum runs from m = −(N − 1)/2 to (N − 1)/2 in unit steps, and for even N these are half-integers. Such waves satisfy ψ(x + L) = −ψ(x), which is a different boundary condition.

**Integrals become samples.** Let D_j(x) = D(x − x_j) be the function centred on the point j. Shifting D multiplies each of its waves by a constant phase, so D_j stays in the space. Let f be any member of the space, f(x) = Σ_m f_m exp(iG_m x), with coefficients that may be complex. Because the sum in (5) is symmetric in m, we may write

D_i(x) = (1/N) Σ_n exp[−iG_n(x − x_i)].

Then, using (3),

∫ D_i f dx = (1/N) Σ_n Σ_m f_m exp(iG_n x_i) ∫ exp[i(G_m − G_n)x] dx
= (L/N) Σ_m f_m exp(iG_m x_i).

The last sum is f(x_i), and L/N = h. Hence

∫ D_i f dx = h f(x_i) for every f in the space. (9)

Although D_i extends over the whole cell, its integral with f depends on f at one point. The contributions from elsewhere cancel.

A member of the space is also fixed by its samples. The difference f(x) − Σ_j f(x_j) D_j(x) lies in the space and, by (8), vanishes at every grid point. The argument that led to (5) gives each plane-wave coefficient as a sum over samples, so all coefficients of the difference are zero, and

f(x) = Σ_j f(x_j) D_j(x) for every f in the space. (10)

This also shows that the N functions D_j span the space.

**What happens outside the space.** The condition on f is needed. Take the first wave that has been left out, m = M + 1. By (3) its integral with every D_i is zero, whereas its samples are not zero, so (9) fails. Since M + 1 = −M + N, its samples are

exp(iG_{M+1} x_j) = exp(iG_{−M} x_j) exp(2πij) = exp(iG_{−M} x_j). (11)

On the grid the excluded wave is indistinguishable from the retained wave m = −M, and the sum in (10) returns that wave instead. This replacement is called aliasing. It plays no part in the overlap and derivative matrices below, but it returns when a potential is added.

**Overlap.** Put f = D_j in (9). By (8), D_j(x_i) = δ_ij, so

S_ij = ∫ D_i D_j dx = h δ_ij. (12)

Two neighbouring functions occupy the same region, but their product changes sign and its integral cancels exactly. Quadrature for N = 5 and L = 10 bohr, where h = 2 bohr, gives 2.000000 bohr for the overlap of D_0 with itself, and all off-diagonal overlaps are below 10⁻¹⁰ bohr.

The normalized functions are therefore

φ_j(x) = D_j(x)/√h, ∫ φ_i φ_j dx = δ_ij. (13)

By (10), a wavefunction in the space is ψ = Σ_j c_j φ_j with c_j = √h ψ(x_j). Each coefficient is the amplitude at a point, scaled by the root of the spacing. Orthonormality then gives ∫ |ψ|² dx = h Σ_j |ψ(x_j)|², so h|ψ(x_j)|² acts as the weight of the electron at point j.

**First derivative.** Define B_ij = ∫ φ_i φ_j′ dx, where the prime means d/dx. Differentiation multiplies each plane wave by iG_m and creates no new waves, so D_j′ is in the space and (9) applies to it:

B_ij = (1/h) ∫ D_i D_j′ dx = D_j′(x_i) = D′(kh), k = i − j. (14)

The matrix element is the slope of one function at the centre of another. To find it, differentiate (6) with respect to θ and divide by N. With subscripts θ for derivatives,

cos θ · D + sin θ · D_θ = cos Nθ. (15)

At a grid distance, θ = πk/N. The index difference k lies between −(N − 1) and N − 1, so if it is not zero it is not a multiple of N either. Then D = 0 by (8), sin θ ≠ 0, and cos Nθ = cos πk = (−1)^k. Hence D_θ = (−1)^k / sin(πk/N). Since dθ/dx = π/L,

B_ij = (π/L)(−1)^k / sin(πk/N) for k ≠ 0, and B_ii = 0. (16)

The diagonal vanishes because D is even, so its slope at the peak is zero.

The sign can be read from the picture of the function. For k = 1 the slope is taken one spacing to the right of the peak, where D passes through zero on its way down, so B is negative. On the left side the slope is positive. In general B_ji = −B_ij, and the momentum matrix −iB is Hermitian, as it must be for an observable.

For N = 5 and L = 10 bohr, π/L = 0.314159 per bohr and sin(π/5) = 0.587785, which gives B = −0.534480 per bohr at k = 1. At k = 2 the sine is 0.951057 and B = 0.330327 per bohr. At k = 4 the element is +0.534480 per bohr, the opposite of the one at k = 1. On a ring of five points, four steps to the right lead to the same place as one step to the left. The formula respects this: replacing k by k − N changes the sign of (−1)^k, because N is odd, and also the sign of the sine, so B is unchanged.

**Action on samples.** Differentiate (10) and evaluate it at x_i. With (14) this becomes

f′(x_i) = Σ_j B_ij f(x_j) for every f in the space. (17)

The matrix B turns the samples of a function into the samples of its derivative, without error as long as the function lies in the space. For f = exp(iG_m x) the derivative is iG_m f. The samples of each plane wave thus form an eigenvector of B with eigenvalue iG_m, and the momentum matrix −iB has the eigenvalues G_m.

## 2. The kinetic matrix, its limits and its use with a potential

The symbols carried over are these. The period is L, N = 2M + 1 is odd, the spacing is h = L/N, and the grid points are x_j = jh. The space is spanned by the plane waves exp(iG_m x) with G_m = 2πm/L and |m| ≤ M. The function D is their sum divided by N, equation (5), and it obeys N sin θ · D = sin Nθ with θ = πx/L. It equals 1 at x = 0 and 0 at the other grid points. The functions φ_j(x) = D(x − x_j)/√h are orthonormal. For f in the space, ∫ D_i f dx = h f(x_i), equation (9). The first-derivative matrix B is given by (16) and acts on samples as in (17).

**From the integral to a second derivative.** The kinetic matrix is T_ij = ½ ∫ φ_i′ φ_j′ dx. Integration by parts gives

T_ij = ½ [φ_i φ_j′] − ½ ∫ φ_i φ_j″ dx,

where the bracket is the value at L minus the value at 0. It vanishes because both functions are periodic. The function D_j″ is in the space, since two differentiations multiply each wave by −G_m². By (9),

T_ij = −½ D″(kh), k = i − j. (18)

**Elements between different points.** Differentiate (15) once more with respect to θ. The product cos θ · D gives −sin θ · D + cos θ · D_θ, the product sin θ · D_θ gives cos θ · D_θ + sin θ · D_θθ, and the right side gives −N sin Nθ. Together,

sin θ · D_θθ + 2 cos θ · D_θ − sin θ · D = −N sin Nθ. (19)

At θ = πk/N with k ≠ 0, both D and sin Nθ vanish. With D_θ = (−1)^k / sin θ from the first half,

D_θθ = −2 cos θ · D_θ / sin θ = −2(−1)^k cos θ / sin² θ.

Two x-derivatives supply the factor (π/L)², and the factor −½ in (18) cancels the −2:

T_ij = (π/L)² (−1)^k cos(πk/N) / sin²(πk/N), k ≠ 0. (20)

**The diagonal.** At k = 0, equation (19) reduces to 0 = 0 apart from a term that vanishes by symmetry, so it gives no information. We return to the plane-wave sum (5), which gives D″(0) = −(1/N) Σ_m G_m², and need Q = Σ_m m² from −M to M. Sum the identity (m + 1)³ − m³ = 3m² + 3m + 1 over the same range. The left side telescopes to (M + 1)³ + M³. On the right, the term linear in m cancels between m and −m, which leaves 3Q + N. Therefore

3Q = (M + 1)³ + M³ − (2M + 1) = 2M³ + 3M² + M = M(M + 1)(2M + 1).

Since M = (N − 1)/2, we have M(M + 1) = (N² − 1)/4, and Q = N(N² − 1)/12. Then

T_ii = (1/2N)(2π/L)² Q = π²(N² − 1)/(6L²). (21)

This is the mean of the kinetic energies G_m²/2 of the N plane waves, as it should be for a function that contains all of them with equal weight.

If the unnormalized functions D_j are used as the basis, the three matrices are h times the unit matrix, hB and hT. The common factor h drops out of the eigenvalue equation.

**A small matrix.** Take N = 5 and L = 10 bohr. The diagonal is π² · 24/600 = 0.394784 hartree. For k = 1 and k = 4 the element is −0.231111 hartree, and for k = 2 and k = 3 it is 0.033719 hartree. The elements of one row add up to

0.394784 − 2(0.231111) + 2(0.033719) = 0.000000 hartree.

The sum must vanish, because a constant function has equal samples and no kinetic energy. If the couplings with k = 2 and k = 3 were dropped to make the matrix sparser, the sum would be −0.067437 hartree, and a constant function would have a negative kinetic energy. The distant couplings are part of the operator and cannot simply be cut off.

**Relation to the first derivative.** Apply (17) twice. Column j of B contains the samples of D_j′, and a further multiplication by B turns them into the samples of D_j″. So (B²)_ij = D″(kh), and (18) becomes

T = −½ B². (22)

In a general finite basis such a relation need not hold, because the derivative of a basis function may leave the space, and the product of two matrices then loses the part outside. Here nothing is lost. The samples of a plane wave form an eigenvector of B with eigenvalue iG_m, hence of T with eigenvalue G_m²/2. For the small matrix these are 0, then 0.197392 hartree twice, and 0.789568 hartree twice. The pairs are waves travelling in opposite directions.

Both matrices are needed for Bloch states, ψ = exp(iκx) u(x), with u periodic and κ a real wave number. Since d/dx acting on ψ becomes d/dx + iκ acting on u, the kinetic operator for u is −½(d/dx + iκ)². Expanding the square gives the matrix

T(κ) = T − iκB + ½κ² I, (23)

with I the unit matrix. On the wave m its eigenvalue is G_m²/2 + κG_m + κ²/2 = (G_m + κ)²/2, the kinetic energy of the shifted wave.

**The limit of a long cell.** Keep h and k fixed and let N grow, so that L = Nh grows with it. Put u = πk/N, which becomes small. Since π/L = u/(kh), equations (16) and (20) read

B_ij = [(−1)^k/(kh)] · u/sin u,
T_ij = [(−1)^k/(k²h²)] · u² cos u/sin² u.

From sin u = u(1 − u²/6 + ...) follow u/sin u = 1 + u²/6 + ... and u²/sin² u = 1 + u²/3 + .... Multiplying the latter by cos u = 1 − u²/2 + ... gives 1 − u²/6 + .... Therefore

B_ij → (−1)^k/(kh), T_ij → (−1)^k/(k²h²), T_ii → π²/(6h²). (24)

The corrections relative to the limits are u²/6 for B and −u²/6 for the off-diagonal T. For the diagonal, (21) gives the factor 1 − 1/N². All are of order 1/N² at fixed k. For distant points, with k comparable to N, u is not small and the ring formulas must be kept. In the same limit N sin(πx/L) → πx/h, and D becomes the ordinary sinc function sin(πx/h)/(πx/h).

**Adding a potential.** The exact matrix is V_ij = ∫ φ_i V φ_j dx. If the product Vφ_j lay in the space, (9) would give

V_ij = V(x_i) δ_ij. (25)

In general the product contains waves beyond M, and (25) is an approximation, separate from the exact results for S, B and T. Its error can be found completely for the potential

V(x) = V0 [1 − cos(2πx/L)] = V0 − ½V0 [exp(iG_1 x) + exp(−iG_1 x)], (26)

with V0 > 0 and N ≥ 3. Between the normalized plane waves exp(iG_m x)/√L, relation (3) gives the exact elements: V0 for m = n, −½V0 for m = n ± 1, and zero otherwise.

To express the diagonal matrix (25) in the same waves, note that by (10) the normalized wave n has the coefficient √h exp(iG_n x_j)/√L = exp(iG_n x_j)/√N on φ_j. The grid version of the element is therefore

V_mn(grid) = (1/N) Σ_j V(x_j) exp[i(G_n − G_m)x_j]. (27)

Insert (26) and use (4). The constant gives V0 for m = n. The two exponentials give −½V0 whenever n − m + 1 or n − m − 1 is a multiple of N. The multiple zero reproduces the exact elements. But n − m reaches N − 1 when n = M and m = −M, and then n − m + 1 = N also qualifies. The reversed pair qualifies in the same way. The whole error of (25) is thus one spurious coupling −½V0 between the waves M and −M. The potential lifts the wave M to M + 1, which should leave the space, and the grid reads it as −M, as in (11).

**Consequence for the ground state.** With exact potential integrals, the lowest eigenvalue E_var is the minimum of the energy over a restricted set of functions, so it is an upper bound to the true ground energy. Let c_m be the plane-wave coefficients of the minimizing state, with Σ|c_m|² = 1. All couplings between different waves are −½V0 or zero, so replacing each c_m by |c_m| cannot raise the energy, and we may take c_m ≥ 0. None of them vanishes: if c_m = 0, the eigenvalue equation for the wave m requires its neighbours to sum to zero, so they vanish too, and step by step so do all the others. In this state the spurious coupling contributes −½V0 twice, multiplied by c_M c_{−M}. The lowest eigenvalue E_grid of the matrix with (25) cannot exceed the energy of this trial state, so

E_grid ≤ E_var − V0 c_M c_{−M} < E_var. (28)

The diagonal approximation lowers the ground energy in this model. Whether it falls below the true value is not decided by (28), and the upper bound is no longer guaranteed.

**Worked example.** Take L = 10 bohr and V0 = 1 hartree. The true levels follow from Mathieu's equation. In the variable θ = πx/L, the equation −½ψ″ + Vψ = Eψ, multiplied by −2L²/π², becomes

ψ_θθ + [2L²(E − V0)/π² + (2L²V0/π²) cos 2θ] ψ = 0.

With y = θ + π/2, cos 2θ = −cos 2y, and the standard form appears:

ψ_yy + (a − 2q cos 2y) ψ = 0, q = V0L²/π², E = V0 + π²a/(2L²). (29)

Here q = 10.1321. The period L in x is the period π in y, and the three lowest characteristic values a with this period are a_0 = −14.159474, b_2 = −2.521001 and a_2 = 7.673684. With π²/(2L²) = 0.049348 hartree, the ground energy is 1 − 0.698742 = 0.301258 hartree, or 8.198 eV. The next two levels are 0.875594 and 1.378681 hartree.

The errors of the ground energy relative to this reference, in hartree, are as follows.

N = 5: −3.25 × 10⁻² with the diagonal potential, +5.87 × 10⁻³ with exact integrals.
N = 7: −1.40 × 10⁻³ and +1.66 × 10⁻⁴.
N = 9: −2.32 × 10⁻⁵ and +1.97 × 10⁻⁶.
N = 11: −1.82 × 10⁻⁷ and +1.14 × 10⁻⁸.

The exact integrals approach from above, as the bound requires. The diagonal potential approaches from below in these cases, with an error about 5.5 times larger in size at N = 5 and about 16 times larger at N = 11. Most of its error is therefore due to the spurious coupling and not to the missing waves. At N = 21 the ground level agrees with the reference to within 10⁻⁸ hartree in both treatments, and with the diagonal potential the three lowest levels agree with it to eight decimals.

The speed of convergence can be estimated. In plane waves the true ground state obeys

(G_m²/2 + V0 − E) c_m = ½V0 (c_{m−1} + c_{m+1}). (30)

For large m the coefficient c_{m+1} is much smaller than c_{m−1}, so c_{m−1}/c_m ≈ R_m, where R_m = 2(G_m²/2 + V0 − E)/V0. The potential is even, so exchanging m and −m turns the minimizing state into another minimizing state with the same c_0. Their difference, if not zero, would be a minimizing state with c_0 = 0, which was excluded above, so c_{−m} = c_m. To first order the spurious coupling therefore shifts the energy by −V0 c_M², with c_M taken from the minimizing state in the space of N waves. This sets the scale of the error, not its full size: the actual shift E_grid − E_var is larger in magnitude by about 45% at N = 5 and 10% at N = 11, and the missing waves add a smaller error of the opposite sign. Raising M by one, which adds two points, should then reduce the error by about R_M², with M the new value. With G_m²/2 = 0.197392 m² hartree and V0 − E = 0.698742 hartree, R_M² is about 25, 60 and 127 for M = 3, 4 and 5. The errors listed above for the diagonal potential fall by factors of about 23, 60 and 127. The errors with exact integrals contain no spurious coupling and are not described by this estimate; they fall by about 35, 84 and 173. Because R_m grows as m², each further pair of points gains more than the last.

This estimate rests on the recursion (30), which holds because the cosine couples only neighbouring waves. A potential with a jump gives ψ″ a jump wherever ψ ≠ 0 there. Integrating the Fourier integral of ψ by parts three times then leaves a term proportional to 1/G_m³, and the coefficients fall only as a power of m. The matrices S, B and T remain exact, but many more points are needed to represent the state. The diagonal approximation (25) suffers more, because the samples locate the jump only to within a spacing h. Its error is then of order h, varies irregularly with N and can have either sign. For L = 10 bohr and a well with V = 0 for |x| < 2.37 bohr and V = 1 hartree elsewhere in the cell, the error of the ground energy with the diagonal potential is +1.9 × 10⁻², −3.2 × 10⁻³ and −1.1 × 10⁻³ hartree at N = 21, 81 and 321, against +5.6 × 10⁻⁵, +1.1 × 10⁻⁶ and +1.7 × 10⁻⁸ hartree with exact integrals.

The numerical check compares the closed forms with direct quadrature for several odd N, and the levels with the Mathieu values.

Table of computed values

```
period L = 10.0 bohr, potential V0 = 1.0 hartree
matrix example: N = 5, h = 2.0000 bohr
D(h/2) = 0.647214 (dimensionless)
overlap of D_0 with itself, quadrature = 2.000000 bohr
largest off-diagonal overlap below 1e-10 bohr: True
k = i-j; B closed, B quadrature (1/bohr); T closed, T quadrature (hartree)
k=0:  0.000000  0.000000;  0.394784  0.394784
k=1: -0.534480 -0.534480; -0.231111 -0.231111
k=2:  0.330327  0.330327;  0.033719  0.033719
k=3: -0.330327 -0.330327;  0.033719  0.033719
k=4:  0.534480  0.534480; -0.231111 -0.231111
eigenvalues of T (hartree): 0.000000 0.197392 0.197392 0.789568 0.789568
Mathieu parameter q = 10.132118 (dimensionless)
a_0 = -14.159474 (dimensionless), E = 0.30125799 hartree
b_2 = -2.521001 (dimensionless), E = 0.87559361 hartree
a_2 = 7.673684 (dimensionless), E = 1.37868111 hartree
N; E0 with diagonal V (hartree); its error; error with exact V integrals (hartree)
N=5: 0.26874074; -3.25e-02; 5.87e-03
N=7: 0.29986075; -1.40e-03; 1.66e-04
N=9: 0.30123478; -2.32e-05; 1.97e-06
N=11: 0.30125781; -1.82e-07; 1.14e-08
N=15: 0.30125799; both errors below 1e-8: True
N=21: 0.30125799; both errors below 1e-8: True
lowest levels, N=21, diagonal V (hartree): 0.30125799 0.87559361 1.37868111
ground level, N=21 = 8.19765 eV
```
